\section*{Choosing the convergence threshold for diffuse fluxes in deposition features}

\section{A change of one millionth is not an error of one millionth}

A trench five times as deep as it is wide receives particles that stick with probability 0.1 at each impact. The flux on its walls is computed by repeated sweeps. At sweep 66 the largest change from the previous sweep falls below $10^{-6}$ of the flux $F_0$ entering the opening, and a solver with that threshold stops. The largest remaining error is then $5.4\times10^{-6}F_0$, more than five times the threshold.

The settings concerned are the convergence threshold and the sweep limit of a feature-scale transport solver. Their meaning follows from one property of the re-emission matrix: with sticking probability $s$ on every surface, no row sum exceeds $1-s$. This guarantees convergence for $s>0$ and turns an observed change into a bound on the error. The property presupposes numerical view factors that are reciprocal and create no particles in flight; reciprocal factors that lose particles keep the bound but give wrong fluxes.

\section{What one sweep computes}

Divide the surface of the feature into elements of area $A_i$. Element $i$ has sticking probability $s_i$ and incident flux $F_i$, in particles per area and time, taken as uniform over the element. The assumptions are:
\begin{itemize}
\item particles do not collide with one another inside the feature;
\item a particle that does not stick leaves at once, with the cosine distribution of directions;
\item the flat opening, of area $A_o$, supplies a flux $F_0$ with the same distribution, and particles that leave through it do not return;
\item the surface does not move while the fluxes are computed, and $s_i$ does not depend on the flux.
\end{itemize}

Let $V_{ij}$ be the fraction of particles leaving $i$ that next strike $j$, and $V_{io}$ the fraction that leave through the opening. Element $j$ re-emits $A_j(1-s_j)F_j$ particles per time. Counting arrivals on $i$ gives
\begin{equation}
A_iF_i=A_oF_0V_{oi}+\sum_j A_j(1-s_j)F_jV_{ji}.
\label{balance}
\end{equation}
For cosine emission,
\begin{equation}
A_iV_{ij}=\int_{A_i}\!\int_{A_j}\frac{\cos\theta\cos\theta'}{\pi r^2}\,\chi\,dA'\,dA ,
\label{kernel}
\end{equation}
where $r$ is the distance between the two points, the angles are measured from the surface normals, and $\chi$ is 1 if the points see each other and 0 otherwise. Exchanging the two points leaves the integrand unchanged, so $A_iV_{ij}=A_jV_{ji}$, and likewise $A_oV_{oi}=A_iV_{io}$. Inserting both in Eq.~(\ref{balance}) and dividing by $A_i$ yields
\begin{equation}
F=D+RF,\qquad D_i=F_0V_{io},\qquad R_{ij}=V_{ij}(1-s_j).
\label{linear}
\end{equation}

The Neumann iteration starts from the direct flux and repeats
\begin{equation}
F^{(0)}=D,\qquad F^{(n+1)}=D+RF^{(n)},
\quad\text{so}\quad F^{(n)}=\sum_{k=0}^{n}R^kD .
\label{iteration}
\end{equation}
The term $R^kD$ is the flux of particles arriving after $k$ re-emissions. A limit of $n$ sweeps therefore omits every impact that follows more than $n$ re-emissions; the earlier impacts of the same particle are counted. Since all terms are non-negative, stopping early underestimates the flux.

\section{Why positive sticking is sufficient}

A particle leaving $i$ either strikes an element or leaves through the opening:
\begin{equation}
\sum_jV_{ij}+V_{io}=1 .
\label{closure}
\end{equation}
Let $s_{\min}$ be the smallest sticking probability. Since $V_{ij}\ge0$ and $1-s_j\le1-s_{\min}$,
\begin{equation}
\sum_jR_{ij}\le(1-s_{\min})(1-V_{io})\le1-s_{\min}.
\label{row}
\end{equation}
Call the largest row sum $q$, and let $\|x\|$ be the largest absolute component of $x$. Then
\begin{equation}
\Big|\sum_jR_{ij}x_j\Big|\le\sum_jR_{ij}\|x\|\le q\|x\| .
\end{equation}
Each application of $R$ thus shrinks a vector at least by the factor $q\le1-s_{\min}$. For $s_{\min}>0$ the powers $R^k$ tend to zero and their series converges. The identity
\begin{equation}
(I-R)\sum_{k=0}^nR^k=I-R^{n+1}
\end{equation}
shows that the sum of the series is $(I-R)^{-1}$. The solution exists, is unique, and is the limit of the sweeps. The inverse has no negative entries, because no $R^k$ has any.

To obtain an error bound in units of $F_0$, put $w_i=F_0-F_i$. Using first $(I-R)F=D$ and then Eq.~(\ref{closure}),
\begin{align}
[(I-R)w]_i&=F_0\Big(1-\sum_jV_{ij}+\sum_js_jV_{ij}\Big)-F_0V_{io}\nonumber\\
&=F_0\sum_js_jV_{ij}\ge0 .
\end{align}
Multiplication by the non-negative inverse gives $w\ge0$, so no element receives more than $F_0$.

Let $e^{(n)}=F-F^{(n)}$. Subtracting Eq.~(\ref{iteration}) from Eq.~(\ref{linear}) gives $e^{(n)}=Re^{(n-1)}$, and $e^{(0)}=F-D=RF$. Hence
\begin{equation}
e^{(n)}=R^{n+1}F,\qquad
0\le e_i^{(n)}\le(1-s_{\min})^{n+1}F_0 .
\label{apriori}
\end{equation}
This fixes a safe sweep limit before the calculation starts. For a permitted error $\varepsilon F_0$ it suffices that
\begin{equation}
n+1\ge\frac{\ln\varepsilon}{\ln(1-s_{\min})}.
\label{limit}
\end{equation}
With $\varepsilon=10^{-6}$ and $s=0.1$ the right side is $13.816/0.10536=131.1$, so $n=131$ is enough.

\section{Turning a change into an error}

A solver sees the change $\delta^{(n)}=F^{(n)}-F^{(n-1)}=e^{(n-1)}-e^{(n)}$, not the error. From $e^{(n)}=Re^{(n-1)}$ and the triangle inequality,
\begin{equation}
\|e^{(n)}\|\le q\|e^{(n-1)}\|
\le q\big(\|e^{(n)}\|+\|\delta^{(n)}\|\big).
\end{equation}
Moving the error terms to the left and dividing by $1-q>0$ gives
\begin{equation}
\|e^{(n)}\|\le\frac{q}{1-q}\|\delta^{(n)}\|
\le\frac{1-s_{\min}}{s_{\min}}\|\delta^{(n)}\| .
\label{stop}
\end{equation}
The last step holds because $q/(1-q)$ increases with $q$. To guarantee an error below $\varepsilon F_0$, set the threshold on the change to $\varepsilon F_0\,s_{\min}/(1-s_{\min})$, or to the larger value $\varepsilon F_0(1-q)/q$ if the row sums are available. For $s=0.1$ the first factor is $1/9$; for $s=0.01$ it is $1/99$.

In the trench, the change at sweep 66 is $9.974\times10^{-7}F_0$. Equation~(\ref{stop}) guarantees an error below nine times this, $8.98\times10^{-6}F_0$. The actual error, $5.38\times10^{-6}F_0$, is smaller, and its size can be explained too.

For uniform $s$, the reciprocity relation makes $A_i^{1/2}R_{ij}A_j^{-1/2}$ symmetric. Thus $R$ has real eigenvalues and a complete set of eigenvectors. In the trench each wall exchanges particles with the floor and with the other wall. These connections include closed circuits of three flights, as well as back-and-forth circuits of two. For such a non-negative matrix the Perron--Frobenius theorem gives one positive eigenvector, whose eigenvalue $\lambda$ exceeds all others in magnitude. The positive vector $F$ has a component along it, so after many sweeps $e^{(n)}\simeq\lambda e^{(n-1)}$ and
\begin{equation}
\delta^{(n)}\simeq\Big(\frac1\lambda-1\Big)e^{(n)},\qquad
\|e^{(n)}\|\simeq\frac{\lambda}{1-\lambda}\|\delta^{(n)}\| .
\label{late}
\end{equation}
Here $\lambda=0.84365$, and the factor is $0.84365/0.15635=5.40$. Multiplied by the change it gives $5.38\times10^{-6}F_0$, as found. The ratio of the errors at sweeps 60 and 59 is also 0.84365.

The ratio of successive changes approaches the same $\lambda$, so a solver can estimate the error without knowing the eigenvalue. This is a late-sweep estimate; Eq.~(\ref{stop}) is a bound at every sweep. The estimate also tells how much work remains. Reducing the error from $5.38\times10^{-6}$ to $10^{-6}$ takes $\ln5.38/(-\ln0.84365)=9.9$ more sweeps, hence ten. The error indeed first meets that limit at sweep 76.

\section{View factors that keep the guarantee}

The bound rests on Eq.~(\ref{closure}) and on the reciprocity that led from Eq.~(\ref{balance}) to Eq.~(\ref{linear}); the numerical view factors must respect both. Factors that satisfy closure but not reciprocity, inserted in Eq.~(\ref{balance}), bound only the column sums of the rate matrix introduced below, and the row sums of the flux matrix can then exceed $1-s_{\min}$. For a long trench with a convex cross-section they have a closed form. Let $\rho$ be the distance between two points in the cross-section and $z$ their separation along the trench. Then $r^2=\rho^2+z^2$, and each cosine equals its in-plane value, $\cos\phi$ or $\cos\phi'$, times $\rho/r$. With $z=\rho\tan\alpha$,
\begin{align}
\int_{-\infty}^{\infty}\frac{\rho^2\cos\phi\cos\phi'}{\pi(\rho^2+z^2)^2}\,dz
&=\frac{\cos\phi\cos\phi'}{\pi\rho}\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha\nonumber\\
&=\frac{\cos\phi\cos\phi'}{2\rho}.
\label{planar}
\end{align}

Traverse the boundary counterclockwise, with arc lengths $u,v$ and unit tangents $t,t'$ at the two points. Let $e$ be the unit vector from the first point to the second, and let $J$ rotate a vector by $+90^\circ$. The inward normals are $Jt$ and $Jt'$. Since $\partial\rho/\partial v=e\cdot t'$ and $\partial e/\partial u=-[t-(t\cdot e)e]/\rho$,
\begin{equation}
\frac{\partial^2\rho}{\partial u\,\partial v}
=-\frac{(t\cdot Je)(t'\cdot Je)}{\rho}
=\frac{\cos\phi\cos\phi'}{\rho}.
\end{equation}
The signs follow from $t\cdot Je=-(Jt)\cdot e=-\cos\phi$ and $t'\cdot Je=-(Jt')\cdot e=+\cos\phi'$, because $e$ points into the surface at the second point. Half of this derivative is the kernel in Eq.~(\ref{planar}). For straight strips $i\ne j$ of lengths $L_i,L_j$, running from corner $P_i$ to $P_{i+1}$ and from $P_j$ to $P_{j+1}$, integration gives
\begin{equation}
L_iV_{ij}=\tfrac12\big(|P_iP_j|+|P_{i+1}P_{j+1}|
-|P_{i+1}P_j|-|P_iP_{j+1}|\big).
\label{strings}
\end{equation}
A straight strip does not see itself, so $V_{ii}=0$.

With $g_j=|P_iP_j|-|P_{i+1}P_j|$, the right side is $(g_j-g_{j+1})/2$. Summed around the polygon over all edges except $i$, opening included, it telescopes to $(g_{i+1}-g_i)/2=[L_i-(-L_i)]/2=L_i$. Closure therefore holds on any such mesh, coarse or fine. Four factors from Eq.~(\ref{strings}) were tested against quadrature of the three-dimensional kernel and agree to rounding error.

The formula also explains the largest row sum. With the trench width as unit of length, the lowest wall strip has length 0.1, and
\begin{equation}
V_{io}=\frac{\sqrt{4.9^2+1}+5-\sqrt{5^2+1}-4.9}{2\times0.1}=0.0099 .
\end{equation}
Its row sum is $0.9(1-0.0099)=0.8911$, the printed maximum.

A midpoint approximation, $V_{ij}\approx L_j\cos\phi\cos\phi'/(2\rho)$ evaluated between strip centres, does not ensure closure. With strips of 0.1 its largest row sum is 0.952, above the limit of 0.9. The spectral radius, the largest eigenvalue magnitude, is still 0.848, so the sweeps converge, but the guarantee from $s$ no longer applies.

On a coarse mesh convergence itself is lost. Opposite strips of height $h$ across a trench of width $W$ receive the midpoint factor $h/(2W)$. For $h=2.5W$ this is 1.25: more particles arrive than were emitted. Two such strips multiply the flux they exchange by $0.9\times1.25=1.125$ per sweep, and the other non-negative entries cannot lower the spectral radius below that value. It is 1.223 for the full matrix, and after 100 sweeps the largest flux is $2.7\times10^8F_0$. With Eq.~(\ref{strings}) on the same mesh the radius is 0.830 and the sweeps converge. Divergence at positive sticking is thus a reason to inspect $\sum_jV_{ij}+V_{io}$ before changing the threshold.

\section{Fluxes or particle rates}

Some formulations store the rate $\Gamma_i=A_iF_i$ instead of the flux. Multiplying Eq.~(\ref{linear}) by $A_i$ gives the matrix
\begin{equation}
B_{ij}=\frac{A_iR_{ij}}{A_j}=V_{ji}(1-s_j),
\end{equation}
where reciprocity was used. Now the column sums obey the bound: $\sum_iB_{ij}=(1-s_j)(1-V_{jo})\le1-s_{\min}$. Row sums need not. If the floor is one strip of width 1 and the wall strips have length 0.1, the floor row is
\begin{equation}
0.9\sum_jV_{jf}=0.9\,\frac{1}{0.1}\sum_jV_{fj}
=9(1-0.0990)=8.11 ,
\end{equation}
where $f$ denotes the floor. The iteration converges all the same, because $B$ and $R$ are related by a change of variables and share their eigenvalues. For rates, the largest single change can therefore violate the bound in Eq.~(\ref{stop}). The bound does hold for the sum of absolute changes, with the largest column sum in the role of $q$. Alternatively, divide each change in rate by the area $A_i$; this gives the change in flux, for which the largest single value is a valid measure.

\section{How sticking and geometry set the cost}

For uniform sticking $R=(1-s)V$, so $\lambda=(1-s)\lambda_0$, where $\lambda_0$ is the value at zero sticking. The trench has $\lambda_0=0.93739$. The sweeps needed for a true error of $10^{-6}F_0$ are:
\begin{center}
\begin{tabular}{ccccc}
$s$ & $\lambda$ & needed & guaranteed & floor $F/F_0$\\
0.01 & 0.928 & 185 & 1374 & 0.863\\
0.10 & 0.844 & 76 & 131 & 0.382\\
0.50 & 0.469 & 15 & 19 & 0.131\\
0.90 & 0.094 & 4 & 5 & 0.102
\end{tabular}
\end{center}
The guarantee in Eq.~(\ref{limit}) is pessimistic at small $s$ because it ignores escape through the opening.

Escape can suffice by itself. At $s=0$, the entry $i$ of $V^m\mathbf 1$, where $\mathbf1$ has all components 1, is the probability that a particle leaving $i$ is still inside after $m$ flights. If every element is connected to the opening through some chain of flights, a chain no longer than the number $N$ of elements exists. All row sums of $V^N$ are then below one, and the iteration converges. By closure the solution is $F_i=F_0$ everywhere. The trench reaches it to $10^{-6}F_0$ in 216 sweeps. In a closed cavity with uniform $s$, by contrast, $R\mathbf1=(1-s)\mathbf1$: the bound is attained, and at $s=0$ convergence is no longer assured. Positive sticking is therefore sufficient but not necessary.

With unequal sticking, the smallest value alone can be a poor guide. For $s=0.05$ on the walls and 0.6 on the floor, $1-s_{\min}=0.95$ would give a factor of 19 in Eq.~(\ref{stop}). The actual largest row sum, 0.898, gives 8.8. One pass over the matrix thus permits a looser threshold with the same guarantee.

\section{What the settings mean for step coverage}

If growth is proportional to $sF$ with the same constant $s$ everywhere, the initial growth rate on the floor, relative to a flat surface receiving $F_0$, is the floor value of $F/F_0$. At $s=0.1$ its mean is 0.382. The direct flux contributes 0.099, so about three quarters of the floor flux arrives after re-emission. This part is sensitive to the sweep limit:
\begin{center}
\begin{tabular}{ccc}
sweep & floor $F/F_0$ & shortfall relative to solution\\
0 & 0.099 & 74\%\\
10 & 0.316 & 17\%\\
20 & 0.369 & 3\%\\
50 & 0.381 & 0.02\%
\end{tabular}
\end{center}
A low limit would make the step coverage look poorer than the model predicts.

Nor is a very tight threshold useful by itself. Halving the strip size from 0.1 changes the mean floor flux by $7\times10^{-5}F_0$, and halving it again by $2\times10^{-5}F_0$. For this quantity on the first mesh, an iteration error of $10^{-5}F_0$ is already below the mesh effect.

A simulation of 400,000 three-dimensional trajectories tests the linear equations without using view factors or strips. It deposits $0.0381\pm0.0003$ of the entering particles on the floor; the equations give $sF_{\rm floor}=0.1\times0.3815=0.0382$. The fractions on the upper and lower walls and the escaped fraction also agree within 1.2 standard errors. The simulation shares the physical assumptions, so it does not test whether a real surface re-emits diffusely or with constant $s$. If $s$ depends on the flux, $R$ changes during the iteration and the proof above does not cover it.

\section{A case to check by hand}

A square trench with one strip per side and $s=0.5$ shows all the quantities. Equation~(\ref{strings}) gives $1-1/\sqrt2=0.2929$ from wall to floor and from wall to opening, and $\sqrt2-1=0.4142$ from wall to wall and from floor to opening. By symmetry both walls receive the same flux $a$. With $b$ the floor flux and $F_0=1$,
\begin{align}
a&=0.2929+0.5(0.4142\,a+0.2929\,b),\\
b&=0.4142+0.5(2\times0.2929\,a).
\end{align}
Inserting the second equation in the first gives $0.7500\,a=0.3536$, hence $a=0.4714$ and $b=0.5523$. Starting from the direct fluxes $(0.2929,0.4142)$, the sweeps give $(0.4142,0.5000)$, $(0.4519,0.5355)$ and $(0.4649,0.5466)$.

At sweep 3 the largest change is $0.4649-0.4519=0.0130$. Since $(1-s)/s=1$, the error is guaranteed not to exceed 0.0130; it is $0.4714-0.4649=0.0065$. The bound fixed in advance, $0.5^4=0.0625$, is also respected. The remaining values for both trenches are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
trench width 1.0, depth 5.0 (widths); s = 0.1
strips: 50 per wall, 10 on floor, total 110
largest view-factor error vs 3D quadrature: 1.8e-15
row sums of R: min 0.47244, max 0.89109
bound 1-s 0.90000; spectral radius 0.84365
sweep n | mean floor flux/F0 | max error/F0 | bound/F0
   0  0.099020  4.145e-01  9.000e-01
   1  0.119527  3.153e-01  8.100e-01
   2  0.155168  2.585e-01  7.290e-01
   5  0.233869  1.619e-01  5.314e-01
  10  0.315560  7.246e-02  3.138e-01
  20  0.369358  1.340e-02  1.094e-01
  50  0.381474  8.171e-05  4.638e-03
 100  0.381548  1.662e-08  2.391e-05
error ratio, sweep 60 to 59: 0.84365
first change <= 1e-06 F0: sweep 66, change 9.974e-07 F0
  true error there 5.382e-06 F0, guaranteed 8.976e-06 F0
flux/F0: top wall strip 0.76524, middle wall 0.38871
flux/F0: lowest wall strip 0.32930, floor mean 0.38155
floor mean flux/F0 for strip sizes 0.1, 0.05, 0.025: 0.381548, 0.381474, 0.381456
fractions of entering particles, 400000 trajectories:
  upper walls: equations 0.27134, Monte Carlo 0.27121 +- 0.00070
  lower walls: equations 0.17000, Monte Carlo 0.16932 +- 0.00059
  floor: equations 0.03815, Monte Carlo 0.03813 +- 0.00030
  escaped: equations 0.52051, Monte Carlo 0.52133 +- 0.00079
s | spectral radius | sweeps to 1e-6 F0 | guaranteed | floor flux/F0
0.01  0.92802  185  1374  0.86274
0.10  0.84365  76  131  0.38155
0.50  0.46870  15  19  0.13124
0.90  0.09374  4  5  0.10178
s = 0, open trench: radius 0.93739, sweeps 216, flux/F0 1.000000 to 1.000000
closed cavity, s = 0.1: spectral radius 0.900000
s = 0.05 walls, 0.6 floor: max row sum 0.89768, floor flux/F0 0.35135
one floor strip, rate matrix: max row sum 8.1088, max column sum 0.89109
  spectral radius: rate 0.84365, flux 0.84365
midpoint kernel, strip 0.1: max row sum 0.95202, radius 0.84813
wall strips of 2.5: radius midpoint 1.22289, strings 0.83017
  largest flux/F0 after 100 sweeps: midpoint 2.744e+08, strings 0.56132
square trench: V wall-floor 0.292893, V wall-wall 0.414214
  s = 0.5, sweep 0: wall 0.292893, floor 0.414214 F0
  s = 0.5, sweep 1: wall 0.414214, floor 0.500000 F0
  s = 0.5, sweep 2: wall 0.451903, floor 0.535534 F0
  s = 0.5, sweep 3: wall 0.464913, floor 0.546573 F0
  solution: wall 0.471405, floor 0.552285 F0
\end{verbatim}
